# Ultrasoft GIPAW: Field-Dependent Overlap and Magnetic Response of Insulating Crystals

A magnetic field applied to an insulating crystal induces electronic currents, and their field at a nucleus shifts its resonance. By the Biot–Savart law a given current counts more the closer it flows to the nucleus, and it is there that a pseudopotential calculation has replaced the true orbitals by smooth ones. With ultrasoft pseudopotentials the smooth orbitals do not even carry the correct norm: the missing charge is restored by an overlap operator. In a magnetic field that operator must itself depend on the field, and this changes the equations of linear response.

## Assumptions and the transformation

I use Hartree atomic units in the Gaussian convention, with electron charge $-1$ and

$$H_B^{\rm AE}=\tfrac12\left(\mathbf p+\mathbf A/c\right)^2+V,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r. \tag{1}$$

The crystal is a closed-shell insulator described by a local, current-independent density functional. The field is odd under time reversal, so the density has no first-order change and the potential stays fixed to that order. Spin-orbit coupling is omitted, and core electrons are frozen; their shielding must be added separately.

Around each nucleus $\mathbf R$, all-electron partial waves $\phi_n$ and smooth ones $\tilde\phi_n$ share the same angular functions and agree outside non-overlapping spheres. Projectors $\tilde p_n$ vanish outside the spheres and satisfy $\langle\tilde p_n|\tilde\phi_m\rangle=\delta_{nm}$. Indices are understood to belong to the site $\mathbf R$ in question. Define

$$\theta_R=\frac1{2c}\,\mathbf r\cdot(\mathbf R\times\mathbf B),\qquad
\mathcal T_B=1+\sum_{R,n}e^{i\theta_R}\left(|\phi_n\rangle-|\tilde\phi_n\rangle\right)\langle\tilde p_n|e^{-i\theta_R}. \tag{2}$$

Since $\nabla\theta_R=\mathbf R\times\mathbf B/2c=-\mathbf B\times\mathbf R/2c$,

$$e^{-i\theta_R}\left(\mathbf p+\mathbf A/c\right)e^{i\theta_R}=\mathbf p+\frac1{2c}\mathbf B\times(\mathbf r-\mathbf R). \tag{3}$$

Each atom is thus reconstructed as if the gauge origin were at its own nucleus.

Assume that inside each sphere $e^{-i\theta_R}\tilde\psi=\sum_n\tilde\phi_n\langle\tilde p_n|e^{-i\theta_R}\tilde\psi\rangle$. Then $\mathcal T_B$ replaces every $\tilde\phi_n$ there by $\phi_n$. For a local or differential operator $O$, the smooth contribution of the sphere is subtracted and the all-electron one added:

$$\mathcal T_B^\dagger O\mathcal T_B=O+\sum_{R,nm}e^{i\theta_R}|\tilde p_n\rangle\left[\langle\phi_n|O_R|\phi_m\rangle-\langle\tilde\phi_n|O_R|\tilde\phi_m\rangle\right]\langle\tilde p_m|e^{-i\theta_R}, \tag{4}$$

with $O_R=e^{-i\theta_R}Oe^{i\theta_R}$. An incomplete set of partial waves makes (4) approximate.

## Overlap and Hamiltonian to first order

Put $O=1$ in (4). With $q_{nm}=\langle\phi_n|\phi_m\rangle-\langle\tilde\phi_n|\tilde\phi_m\rangle$ and $Q_R=\sum_{nm}|\tilde p_n\rangle q_{nm}\langle\tilde p_m|$,

$$S_B=1+\sum_R e^{i\theta_R}Q_Re^{-i\theta_R}. \tag{5}$$

The linear term is $i[\theta_R,Q_R]=\frac{i}{2c}(\mathbf R\times\mathbf B)\cdot[\mathbf r,Q_R]$. The triple product gives $(\mathbf R\times\mathbf B)\cdot\mathbf u=-\mathbf B\cdot(\mathbf R\times\mathbf u)$, and $-i=1/i$, so

$$S^{(1)}=\frac1{2c}\mathbf B\cdot\sum_R\mathbf R\times\frac1i[\mathbf r,Q_R]. \tag{6}$$

Now put $O=H_B^{\rm AE}$. At zero field (4) gives $H=\frac12p^2+V_{\rm loc}+\sum_RV_R$, where the separable $V_R$ contains the on-site differences of kinetic and potential energy. There are three linear terms:

1. The smooth kinetic energy gives $\mathbf A\cdot\mathbf p/c=\mathbf B\cdot\mathbf L/2c$, with $\mathbf L=\mathbf r\times\mathbf p$.
2. The phases around $V_R$ give (6) with $Q_R$ replaced by $V_R$.
3. By (3), the bracket in (4) acquires $\frac1{2c}\mathbf B\cdot(\langle\phi_n|\mathbf L_R|\phi_m\rangle-\langle\tilde\phi_n|\mathbf L_R|\tilde\phi_m\rangle)$, with $\mathbf L_R=(\mathbf r-\mathbf R)\times\mathbf p$.

In the third term $\mathbf L_R$ acts on angular functions alone, and these are common to $\phi$, $\tilde\phi$ and $\tilde p$. What remains is the radial overlap difference $q$, so the operator is the product $\mathbf L_RQ_R$. Therefore

$$H^{(1)}=\frac1{2c}\mathbf B\cdot\left\{\mathbf L+\sum_R\mathbf L_RQ_R+\sum_R\mathbf R\times\frac1i[\mathbf r,V_R]\right\}. \tag{7}$$

For norm-conserving partial waves with $q_{nm}=0$, both $S^{(1)}$ and $\mathbf L_RQ_R$ vanish.

## Perturbation theory with a changing overlap

The pseudo-orbitals obey $H_B|\psi\rangle=\varepsilon S_B|\psi\rangle$. At zero field $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$, and completeness reads $\sum_n|\psi_n\rangle\langle\psi_n|S=1$. Let $o,o'$ label occupied and $e$ empty states. The first-order equation is

$$(H-\varepsilon_oS)|\psi_o^{(1)}\rangle=-\left(H^{(1)}-\varepsilon_oS^{(1)}-\varepsilon_o^{(1)}S\right)|\psi_o\rangle. \tag{8}$$

Multiplying by $\langle\psi_e|$ removes the last term and gives the empty-state coefficient $\langle\psi_e|H^{(1)}-\varepsilon_oS^{(1)}|\psi_o\rangle/(\varepsilon_o-\varepsilon_e)$.

Let $c_{o'o}$ be the occupied-state coefficients. The first-order part of $\langle\psi_{o'}|S_B|\psi_o\rangle=\delta_{o'o}$ is

$$c_{o'o}+c_{oo'}^*=-\langle\psi_{o'}|S^{(1)}|\psi_o\rangle. \tag{9}$$

This sum is all that enters $\sum_o(|\psi_o^{(1)}\rangle\langle\psi_o|+{\rm h.c.})$. One may therefore take $c_{o'o}=-\frac12\langle\psi_{o'}|S^{(1)}|\psi_o\rangle$, even for degenerate occupied levels:

$$|\psi_o^{(1)}\rangle=G(\varepsilon_o)\left(H^{(1)}-\varepsilon_oS^{(1)}\right)|\psi_o\rangle-\frac12\sum_{o'}|\psi_{o'}\rangle\langle\psi_{o'}|S^{(1)}|\psi_o\rangle,\quad G(\varepsilon)=\sum_e\frac{|\psi_e\rangle\langle\psi_e|}{\varepsilon-\varepsilon_e}. \tag{10}$$

The sum over empty states can be avoided. Let $P=\sum_o|\psi_o\rangle\langle\psi_o|$ and $|x\rangle=G(\varepsilon)|w\rangle$. Since $(H-\varepsilon S)|\psi_e\rangle=(\varepsilon_e-\varepsilon)S|\psi_e\rangle$,

$$(H-\varepsilon S)|x\rangle=-S\sum_e|\psi_e\rangle\langle\psi_e|w\rangle=-(1-SP)|w\rangle.$$

Also $PS|x\rangle=0$, so a term that makes the matrix invertible can be added without changing $|x\rangle$:

$$\left(H-\varepsilon S+\alpha SPS\right)|x\rangle=-(1-SP)|w\rangle. \tag{11}$$

This is the generalized Sternheimer equation. On occupied states the matrix has factors $\varepsilon_{o'}-\varepsilon+\alpha$, and $\alpha$ larger than the occupied band width keeps them positive.

## A sum rule for the overlap problem

Equations (6) and (7) contain absolute positions, which are unusable in a crystal. They cancel against diamagnetic terms. To show this, let $E$ be a real function of position, $O$ Hermitian, and $K_o=H-\varepsilon_oS$. Since $K_o|\psi_o\rangle=0$, $[E,K_o]|\psi_o\rangle=-K_oE|\psi_o\rangle$, and hence

$$G(\varepsilon_o)[E,K_o]|\psi_o\rangle=\sum_e|\psi_e\rangle\langle\psi_e|SE|\psi_o\rangle.$$

Completeness then gives

$$E|\psi_o\rangle=G(\varepsilon_o)[E,K_o]|\psi_o\rangle+\sum_{o'}|\psi_{o'}\rangle\langle\psi_{o'}|SE|\psi_o\rangle. \tag{12}$$

For $z_o=\langle\psi_o|OE|\psi_o\rangle$, the expectation of $\frac1i[E,O]$ is $\frac1i(z_o^*-z_o)=-2\,{\rm Re}(z_o/i)$. Insert (12). The occupied part is $-2\,{\rm Im}\sum_{oo'}O_{oo'}(SE)_{o'o}$. Complex conjugation of this trace changes $SE$ into $ES$, so it equals $\frac1i\sum_{oo'}O_{oo'}[E,S]_{o'o}$. Thus

$$\sum_o\left\langle\frac1i[E,O]\right\rangle_o=-2\,{\rm Re}\sum_o\left\langle OG(\varepsilon_o)\frac1i[E,K_o]\right\rangle_o+\sum_{oo'}O_{oo'}\langle\psi_{o'}|\frac1i[E,S]|\psi_o\rangle. \tag{13}$$

For $E$ linear in $\mathbf r$ the commutator with $K_o$ is the modified velocity

$$\mathbf v(\varepsilon)=\frac1i[\mathbf r,H-\varepsilon S]=\mathbf p+\sum_R\mathbf v_R(\varepsilon),\qquad \mathbf v_R(\varepsilon)=\frac1i[\mathbf r,V_R-\varepsilon Q_R]. \tag{14}$$

Its energy dependence arises because $\mathbf r$ does not commute with the overlap.

## Removing absolute positions

The all-electron current operator is

$$\mathbf J(\mathbf r')=-\tfrac12\{\mathbf p,|\mathbf r'\rangle\langle\mathbf r'|\}-\frac1c\mathbf A(\mathbf r')|\mathbf r'\rangle\langle\mathbf r'|. \tag{15}$$

By (4) it becomes a bare part plus on-site augmentation. Let $O_{\mathbf s}$ be a component of a zero-field part, with centre $\mathbf s=\mathbf r'$ for the bare current and $\mathbf s=\mathbf R$ for augmentation. In both cases the position-dependent first-order term is

$$O_{\mathbf s}^{(1)}=\frac1{2c}\frac1i[(\mathbf B\times\mathbf s)\cdot\mathbf r,O_{\mathbf s}]. \tag{16}$$

For the bare current, $\frac1i[\mathbf u\cdot\mathbf r,\mathbf p]=\mathbf u$ turns the right side into $-\frac1{2c}(\mathbf B\times\mathbf r')|\mathbf r'\rangle\langle\mathbf r'|$, the diamagnetic term of (15). For augmentation, (16) is $i[\theta_R,O_R]$, because $\theta_R=-(\mathbf B\times\mathbf R)\cdot\mathbf r/2c$. Augmentation also has a diamagnetic difference built from $\mathbf B\times(\mathbf r'-\mathbf R)$. It contains no absolute position and is evaluated as a ground-state expectation value.

With two electrons per orbital, (10) gives

$$\delta\langle O_{\mathbf s}\rangle=2\sum_o\left\{2{\rm Re}\langle O_{\mathbf s}G(H^{(1)}-\varepsilon_oS^{(1)})\rangle_o-{\rm Re}\sum_{o'}(O_{\mathbf s})_{oo'}S^{(1)}_{o'o}+\langle O^{(1)}_{\mathbf s}\rangle_o\right\}.$$

Apply (13) to the last term with $E=(\mathbf B\times\mathbf s)\cdot\mathbf r$, using $(\mathbf B\times\mathbf s)\cdot\mathbf v=\mathbf B\cdot(\mathbf s\times\mathbf v)$. The first term of (13) subtracts $\mathbf s\times\mathbf v(\varepsilon_o)$ from the perturbation. The second subtracts $\mathbf s\times\frac1i[\mathbf r,S]$ from the overlap term. The result is

$$\delta\langle O_{\mathbf s}\rangle=2\sum_o\left\{2{\rm Re}\langle O_{\mathbf s}G(\varepsilon_o)W_{\mathbf s}(\varepsilon_o)\rangle_o-{\rm Re}\sum_{o'}(O_{\mathbf s})_{oo'}(Z_{\mathbf s})_{o'o}\right\}, \tag{17}$$

$$W_{\mathbf s}(\varepsilon)=\frac{\mathbf B}{2c}\cdot\left\{(\mathbf r-\mathbf s)\times\mathbf p+\sum_R\mathbf L_RQ_R+\sum_R(\mathbf R-\mathbf s)\times\mathbf v_R(\varepsilon)\right\}, \tag{18}$$

$$Z_{\mathbf s}=\frac{\mathbf B}{2c}\cdot\sum_R(\mathbf R-\mathbf s)\times\frac1i[\mathbf r,Q_R]. \tag{19}$$

Position differences remain, so the gauge origin has disappeared. In an insulator the response is short-ranged and these differences are harmless. In a metal $G$ has no gap to keep its denominators finite, and this fixed-occupation treatment fails.

**Closed-shell atom.** Put the nucleus at the origin and use (7) directly. Then $S^{(1)}=0$ and $H^{(1)}=\mathbf B\cdot\mathbf L(1+Q)/2c=\mathbf B\cdot\mathbf LS/2c$. Spherical symmetry makes $\mathbf L$ commute with $S$, and $\mathbf L|\psi_o\rangle$ stays in the filled shell. Hence $\langle\psi_e|S\mathbf L|\psi_o\rangle=0$, and the orbitals have no first-order response. Without $\mathbf L_RQ_R$ one would retain $G\mathbf L|\psi_o\rangle=-G\mathbf LQ|\psi_o\rangle$, generally a spurious response. The on-site term therefore matters even for closed shells.

## Bloch form and shielding

For each Cartesian direction $i$, replace a difference $d_i$ by

$$\frac{e^{iqd_i}-e^{-iqd_i}}{2iq}=d_i-\frac{q^2d_i^3}{6}+\cdots. \tag{20}$$

The cross product pairs $r_i$ with $p_j$ for $j\ne i$, so the exponential commutes with the momentum. Let $\mathbf k'=\mathbf k\pm q\hat{\mathbf e}_i$. For a separable operator $X_R$, such as $V_R$ or $Q_R$, define

$$X_{\mathbf k',\mathbf k}=\sum_Re^{-i\mathbf k'\cdot(\mathbf r-\mathbf R)}X_Re^{i\mathbf k\cdot(\mathbf r-\mathbf R)}.$$

Differentiation brings down $-i(\mathbf r-\mathbf R)$ on the left and $+i(\mathbf r-\mathbf R)$ on the right. Thus $(\partial_{\mathbf k'}+\partial_{\mathbf k})X_{\mathbf k',\mathbf k}$ is the Bloch form of $\sum_R\frac1i[\mathbf r,X_R]$ with the modulation $e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}$ required by (20). Consequently

$$\mathbf v_{\mathbf k',\mathbf k}(\varepsilon)=-i\nabla+\mathbf k+(\partial_{\mathbf k'}+\partial_{\mathbf k})(V-\varepsilon Q)_{\mathbf k',\mathbf k},\qquad \mathbf s_{\mathbf k',\mathbf k}=(\partial_{\mathbf k'}+\partial_{\mathbf k})Q_{\mathbf k',\mathbf k}. \tag{21}$$

The momentum component used is perpendicular to $\mathbf k'-\mathbf k$, so $\mathbf k$ or $\mathbf k'$ may stand in it.

For shielding, place one nuclear moment on the chosen site in every cell. Let $\mathbf a$ be the periodic vector potential per unit moment along $\hat{\mathbf n}$, the field direction. The moment adds $(m/c)\,O$ to the energy operator, with $O=\frac12\{\mathbf a,\mathbf p+\mathbf A/c\}=-\int\mathbf a\cdot\mathbf J\,d^3r'$. With $b=B/c$, $\sigma=\partial^2E/\partial B\partial m=c^{-2}\,d\langle O\rangle/db$ per cell. In a bulk crystal the uniform Fourier component of the field depends on sample shape and is omitted here. It has to be added separately before comparing with experiment: for a spherical sample of isotropic volume susceptibility $\chi$ it contributes $-\frac{8\pi}3\chi$ to $\sigma$, about 8 ppm for $\chi=-10^{-6}$. In a single layer with the moments along its normal it is zero, because the total flux of a dipole through an infinite plane vanishes.

Let $O_{\mathbf k,\mathbf k'}=e^{-i\mathbf k\cdot\mathbf r}\sum_{\mathbf s}O_{\mathbf s}e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf s}e^{i\mathbf k'\cdot\mathbf r}$. Equations (17)–(21) give

$$\begin{aligned}\frac{d\langle O\rangle}{db}=\lim_{q\to0}\frac2{N_k}\sum_{\mathbf k,o}{\rm Re}\Big\{&\sum_{i,\pm}\frac{\pm1}{2iq}\langle u_{o\mathbf k}|O_{\mathbf k,\mathbf k'}G_{\mathbf k'}(\varepsilon_{o\mathbf k})\,\hat{\mathbf n}\cdot(\hat{\mathbf e}_i\times\mathbf v_{\mathbf k',\mathbf k})|u_{o\mathbf k}\rangle\\&-\sum_{i,\pm,o'}\frac{\pm1}{4iq}\langle u_{o\mathbf k}|O_{\mathbf k,\mathbf k'}|u_{o'\mathbf k'}\rangle\langle u_{o'\mathbf k'}|\hat{\mathbf n}\cdot(\hat{\mathbf e}_i\times\mathbf s_{\mathbf k',\mathbf k})|u_{o\mathbf k}\rangle\\&+\langle u_{o\mathbf k}|O_{\mathbf k,\mathbf k}G_{\mathbf k}(\varepsilon_{o\mathbf k})\,\hat{\mathbf n}\cdot(\mathbf L_RQ_R)_{\mathbf k}|u_{o\mathbf k}\rangle+\langle D\rangle_{o\mathbf k}\Big\}.\end{aligned} \tag{22}$$

Here $\mathbf v$ is taken at $\varepsilon_{o\mathbf k}$, $(\mathbf L_RQ_R)_{\mathbf k}$ includes the sum over sites, and $D$ is the diamagnetic augmentation, with bracket $\frac12\mathbf a\cdot[\hat{\mathbf n}\times(\mathbf r-\mathbf R)]$ evaluated as in (4). Each $G|w\rangle$ follows from (11) at $\mathbf k'$, or at $\mathbf k$ in the on-site term.

## A planar crystal

Take a square planar crystal with two atoms per cell and the field normal to the layer, so that $L_z$ alone enters. The lattice constant is 6.0 bohr and four bands are filled. The local potential is a sum of Gaussian wells $-U e^{-r^2/w^2}$, with $U=6.0$ and 4.5 hartree and $w=1.5$ and 1.2 bohr. Each atom has one $s$ channel and two $p$ channels, $m=\pm1$. The smooth waves and projectors are Gaussians times $r^{|m|}e^{im\varphi}$, and $\phi=\tilde\phi\,[1+\delta(1-r^2/r_c^2)^3]$ inside $r_c=1.8$ bohr. The projectors' small Gaussian tails beyond $r_c$ are kept as part of the model.

For atom 1 the augmentation charges are $q_s=0.1376$ and $q_p=0.2748$. The nonlocal strengths are chosen as a reference energy times $q$; for its $s$ channel, $-0.5504/0.1376=-4.00$ hartree. Kinetic energy and velocity are defined consistently on a 0.6 bohr grid, and the bare nuclear vector potential is limited to Fourier components the grid carries. Augmentation uses the dipole vector potential of the nucleus in its own sphere only. In both parts this potential is averaged over a Gaussian profile normal to the plane, of standard deviation 0.5 bohr (the layer thickness in the output). These choices define a model, not a material. The grid is part of that definition and the values below are not converged in it: on a 0.375 bohr grid, with the Fourier cutoff raised accordingly, the total shielding rises by about 0.4 ppm and individual terms move by up to 1.5 ppm.

The transformation was tested separately, on a combination of atom 1's smooth waves centred away from the origin and carrying the phase $e^{i\theta_R}$. Explicit use of $\mathcal T_B$ gives $dE/db=0.191226$ a.u. The expectation value of (7), plus the first-order change of the phase evaluated with the zero-field $H$, gives the same. The on-site term supplies 0.041226 of this; the remaining 0.150000 is half the angular momentum of the smooth waves about their own nucleus. Their ratio is $0.2748=q_p$, as expected when the angular momentum resides in $p$ channels. Finite differences of a generalized matrix problem also confirm (10), and direct evaluation confirms (13).

On the $8\times8$ k-point mesh the crystal has a gap of $-1.0243-(-2.0887)=1.0644$ hartree. The shielding of atom 1 is

$$\sigma=114.39+5.08-8.55+27.85=138.77\ {\rm ppm}. \tag{23}$$

In order, these are the Green-function term with the full velocity, the occupied-occupied term, the $\mathbf L_RQ_R$ term and the diamagnetic augmentation. The first already contains $-27.76$ ppm from $-\varepsilon Q_R$ in the velocity. This share depends on the zero of energy. A constant $V_0$ added to the potential adds $V_0Q_R$ to $V_R$ and $V_0$ to $\varepsilon$, so the combination $V_R-\varepsilon Q_R$ and the four terms of (23) are unchanged, while the split between $V_R$ and $-\varepsilon Q_R$ shifts. The value quoted belongs to the energy zero of this model, set by the Gaussian wells with no constant added. Dropping that part alone would give 166.53 ppm; dropping the occupied-occupied term alone, 133.69 ppm; dropping $\mathbf L_RQ_R$ alone, 147.32 ppm.

An independent value comes from diagonalizing the same crystal in a real uniform field, without perturbation theory. A supercell can carry such a field if it encloses a whole flux quantum, $b=2\pi/\text{area}$, and the orbitals acquire magnetic phases at its boundaries. Cells of $3\times3$ and $3\times4$ units give 138.7673 and 138.7667 ppm. The leading field error is even in $b$, and the squared fields are in the ratio $16:9$, so the zero-field value is

$$\frac{16(138.7667)-9(138.7673)}7=138.7659\ {\rm ppm}. \tag{24}$$

It differs from (22), evaluated at $q=0.001$ bohr$^{-1}$, by 0.00005 ppm, about four parts in $10^7$ of the shielding. Nearly all of this is the $q^2$ error of (20): taking $q\to0$ raises the response value by 0.00005 ppm and leaves a difference of about 0.00001 ppm or less. The $5\times5$ and $8\times8$ k-point meshes agree to the four decimals printed. This agreement tests the response formula for the given pseudo-operators; it does not measure the error of an incomplete partial-wave set in a real solid. The remaining values are in the numerical output.

## Table of computed values

```
Transformation test, centre off the origin
dE/db, all-electron, explicit T_B      0.191226 a.u.
dE/db, pseudo operators                0.191226 a.u.
  of which on-site L_R Q_R             0.041226 a.u.
mean of first-order overlap per b      0.044320 a.u.
norm change per b, all-electron        0.0e+00 a.u.
norm change per b, pseudo operators    1.4e-17 a.u.
Matrix tests
response, finite difference            0.964656
response, derived formula              0.964656
sum rule, commutator side              -19.675593
sum rule, response side                -19.675593
Model crystal
lattice constant, grid spacing         6.0, 0.6 bohr
atom 1 position                        1.5, 1.8 bohr
atom 2 position                        4.8, 4.5 bohr
well depths, atoms 1 and 2             6.0, 4.5 hartree
well widths, atoms 1 and 2             1.5, 1.2 bohr
smooth, projector widths               0.7, 0.6 bohr
cutoff radius, layer thickness         1.8, 0.5 bohr
core enhancement s, p, atom 1          0.1, 0.3
core enhancement s, p, atom 2          0.1, 0.2
augmentation charge s, p, atom 1       0.1376, 0.2748
augmentation charge s, p, atom 2       0.1376, 0.1784
nonlocal strength s, p, atom 1         -0.5504, -0.5497 hartree
nonlocal strength s, p, atom 2         -0.2752, -0.0892 hartree
filled bands                           4
valence top, conduction bottom         -2.0887, -1.0243 hartree
band gap on the k mesh                 1.0644 hartree
Shielding of atom 1, field normal to the layer
Green-function term, full v(eps)       114.3930 ppm
  of which from -eps Q in v(eps)       -27.7645 ppm
occupied-occupied overlap term         5.0768 ppm
on-site L_R Q_R term                   -8.5502 ppm
on-site diamagnetic augmentation       27.8463 ppm
total, 8 x 8 k points                  138.7658 ppm
total, 5 x 5 k points                  138.7658 ppm
uniform field b = 0.01939 a.u.         138.7673 ppm
uniform field b = 0.01454 a.u.         138.7667 ppm
uniform field, extrapolated to b = 0   138.7659 ppm
difference, formula and field          0.00005 ppm
```
